# Surface Energies from Slabs: Linear Divergence and the Fiorentini-Methfessel Fit: a numerical check

```python
# Result under test: slab energies obey E_N = N*e_b + 2*sigma + delta_N.
# Subtracting an independent bulk energy e_b + eta gives a surface energy that
# drifts by -eta/2 per layer; a straight-line fit of E_N against N
# (Fiorentini-Methfessel) recovers sigma without any separate bulk energy.
# Model: half-filled simple-cubic s band, hopping -t, chemical potential 0.
# N: number of layers; sigma: surface energy per surface atom;
# delta_N: finite-thickness remainder; kT: electronic smearing.
# Energies are in hartree inside the program and printed in mHa.
import numpy as np
from scipy.linalg import eigvalsh_tridiagonal
from scipy.constants import physical_constants

t = 0.05
kT = 0.005
lattice = 5.0
n_slab = 8


def free_energy(level):
    """Free energy of a spin-degenerate level at chemical potential zero."""
    return -2 * kT * np.logaddexp(0.0, -level / kT)


def ground_energy(level):
    """Zero-temperature energy of a spin-degenerate level."""
    return 2 * np.minimum(level, 0.0)


def in_plane_levels(n):
    k = 2 * np.pi * np.arange(n) / n
    return (-2 * t * (np.cos(k)[:, None] + np.cos(k)[None, :])).ravel()


def slab_energy(layers, n, energy_function):
    """Diagonalize the layer Hamiltonian and average over the k mesh."""
    chain = eigvalsh_tridiagonal(np.zeros(layers), -t * np.ones(layers - 1))
    levels = in_plane_levels(n)[:, None] + chain[None, :]
    return energy_function(levels).sum() / n**2


def bulk_energy(n, n_z):
    kz = 2 * np.pi * np.arange(n_z) / n_z
    levels = in_plane_levels(n)[:, None] - 2 * t * np.cos(kz)[None, :]
    return free_energy(levels).mean()


def closed_form(n):
    """Bulk and surface energy from the integral over standing waves."""
    x, w = np.polynomial.legendre.leggauss(400)
    q = 0.5 * np.pi * (x + 1)
    par = in_plane_levels(n)
    g = free_energy(par[:, None] - 2 * t * np.cos(q)[None, :]).mean(axis=0)
    e_b = 0.5 * np.dot(w, g)
    ends = free_energy(par - 2 * t).mean() + free_energy(par + 2 * t).mean()
    return e_b, 0.5 * (e_b - 0.5 * ends)


def remainder_matsubara(layers, n):
    omega = (2 * np.arange(2000) + 1) * np.pi * kT
    par = in_plane_levels(n)
    theta = np.arccosh((1j * omega[None, :] - par[:, None]) / (2 * t))
    terms = np.log1p(-np.exp(-2 * (layers + 1) * theta))
    return -4 * kT * terms.real.sum() / n**2


def line_fit(layers, energies):
    slope, intercept = np.polyfit(layers, energies, 1)
    return slope, 0.5 * intercept


# Real-space slab with periodic sides: checks energy and layer neutrality.
depth = 5
ring = np.zeros((n_slab, n_slab))
for i in range(n_slab):
    ring[i, (i + 1) % n_slab] = ring[(i + 1) % n_slab, i] = -t
stack = -t * (np.eye(depth, k=1) + np.eye(depth, k=-1))
one, one_z = np.eye(n_slab), np.eye(depth)
H = (np.kron(np.kron(ring, one), one_z) + np.kron(np.kron(one, ring), one_z)
     + np.kron(np.kron(one, one), stack))
level, vector = np.linalg.eigh(H)
filling = 1 / (1 + np.exp(level / kT))
site_charge = 2 * (vector**2) @ filling
charge_error = np.max(np.abs(site_charge - 1))
E_real_space = free_energy(level).sum() / n_slab**2
assert charge_error < 1e-10
assert abs(E_real_space - slab_energy(depth, n_slab, free_energy)) < 1e-11

# Slab energies against the standing-wave integrals and the exact remainder.
N_all = np.arange(1, 101)
E = np.array([slab_energy(N, n_slab, free_energy) for N in N_all])
e_b, sigma = closed_form(n_slab)
delta = E - N_all * e_b - 2 * sigma
for N in (3, 4, 5, 6, 10, 20, 40):
    assert abs(delta[N - 1] - remainder_matsubara(N, n_slab)) < 1e-11
assert abs(delta[-1]) < 1e-10
kappa = np.arcsinh(np.pi * kT / (2 * t))

print(f"hopping t = {1e3*t:.1f} mHa, smearing kT = {1e3*kT:.1f} mHa")
print(f"lattice constant = {lattice:.1f} bohr, slab mesh {n_slab}x{n_slab}")
print(f"largest site-charge error, 5 layers = {charge_error:.1e} electrons")
print(f"closed-form bulk energy e_b = {1e3*e_b:.5f} mHa per atom")
print(f"closed-form surface energy sigma = {1e3*sigma:.5f} mHa per atom")
print(f"slowest decay rate of delta_N = {2*kappa:.4f} per layer")
for N in (5, 6, 10, 20, 40):
    print(f"delta_N at N={N}: {1e3*delta[N-1]:.6f} mHa")

# Independent bulk energies: measured drift against the bulk mismatch.
late = N_all >= 60
print("bulk mesh | eta (mHa) | measured drift of sigma' (mHa per layer)")
eta_of = {}
for n, n_z in ((8, 8), (12, 12), (24, 24), (8, 400)):
    e_other = bulk_energy(n, n_z)
    eta = e_other - e_b
    eta_of[(n, n_z)] = eta
    naive = 0.5 * (E - N_all * e_other)
    drift = np.polyfit(N_all[late], naive[late], 1)[0]
    assert abs(drift + eta / 2) < 1e-9
    print(f"{n}x{n}x{n_z} | {1e3*eta:.6f} | {1e3*drift:.6f}")
assert abs(eta_of[(24, 24)]) > 1e-6
assert abs(eta_of[(8, 400)]) < 1e-10

# The dense isotropic bulk mesh is more accurate, yet gives a drift.
e_dense, sigma_dense = closed_form(64)
assert abs(bulk_energy(24, 24) - e_dense) < abs(e_b - e_dense)
print(f"bulk energy, 64x64 in-plane mesh = {1e3*e_dense:.5f} mHa")
print(f"bulk energy, 24x24x24 mesh = {1e3*bulk_energy(24, 24):.5f} mHa")

# Straight-line fit over moderately thick slabs.
window = (N_all >= 20) & (N_all <= 40)
e_fit, sigma_fit = line_fit(N_all[window], E[window])
assert abs(sigma_fit - sigma) < 2e-5
assert abs(e_fit - e_b) < 2e-6
print(f"fit N=20..40: slope = {1e3*e_fit:.5f} mHa per layer")
print(f"fit N=20..40: sigma_fit = {1e3*sigma_fit:.5f} mHa per atom")
hartree = physical_constants["Hartree energy"][0]
bohr = physical_constants["Bohr radius"][0]
to_SI = hartree / (lattice * bohr)**2
print(f"sigma_fit converted = {sigma_fit*to_SI:.4f} J/m^2")
print(f"sigma, 64x64 in-plane mesh = {1e3*sigma_dense:.5f} mHa per atom")
print("N | E_N | sigma' with 24x24x24 bulk | sigma with fitted slope (mHa)")
e_24 = bulk_energy(24, 24)
for N in (5, 10, 20, 40, 70, 100):
    E_N = E[N - 1]
    print(f"{N} | {1e3*E_N:.4f} | {500*(E_N-N*e_24):.4f}"
          f" | {500*(E_N-N*e_fit):.4f}")

# A slope frozen from very thin slabs leaves a new linear drift.
thin = np.arange(3, 7)
e_thin, sigma_thin = line_fit(thin, E[thin - 1])
weights = (thin - thin.mean()) / np.sum((thin - thin.mean())**2)
predicted = sum(w * remainder_matsubara(N, n_slab)
                for w, N in zip(weights, thin))
assert abs((e_thin - e_b) - predicted) < 1e-11
frozen = 0.5 * (E - N_all * e_thin)
drift_thin = np.polyfit(N_all[late], frozen[late], 1)[0]
assert abs(drift_thin + predicted / 2) < 1e-9 and abs(predicted) > 1e-6
print(f"fit N=3..6: sigma_fit = {1e3*sigma_thin:.5f} mHa per atom")
print(f"fit N=3..6: slope error = {1e3*predicted:.6f} mHa per layer")
print(f"fit N=3..6: later drift = {1e3*drift_thin:.6f} mHa per layer")

# Zero temperature on a fixed mesh: the remainder falls only as 1/N.
par = in_plane_levels(n_slab)
q_F = np.arccos(np.clip(par / (2 * t), -1, 1))
e_cold = np.mean(2 * (par * q_F - 2 * t * np.sin(q_F)) / np.pi)
ends = ground_energy(par - 2 * t).mean() + ground_energy(par + 2 * t).mean()
sigma_cold = 0.5 * (e_cold - 0.5 * ends)
N_cold = np.arange(1, 321)
E_cold = np.array([slab_energy(N, n_slab, ground_energy) for N in N_cold])
delta_cold = E_cold - N_cold * e_cold - 2 * sigma_cold
scaled_early = np.max(np.abs(N_cold * delta_cold)[40:80])
scaled_late = np.max(np.abs(N_cold * delta_cold)[280:320])
assert 0.5 < scaled_late / scaled_early < 2.0
print(f"kT=0: closed-form sigma = {1e3*sigma_cold:.5f} mHa per atom")
print(f"kT=0: max N|delta_N|, N=41..80: {1e3*scaled_early:.4f} mHa")
print(f"kT=0: max N|delta_N|, N=281..320: {1e3*scaled_late:.4f} mHa")
print("kT=0 window | sigma_fit | error bound | sigma at upper end (mHa)")
bounds = []
for top in (20, 80, 320):
    chosen = np.arange(5, top + 1)
    M = len(chosen)
    slope, s_fit = line_fit(chosen, E_cold[chosen - 1])
    mean_abs = np.mean(np.abs(delta_cold[chosen - 1]))
    bound = 0.5 * mean_abs * (1 + 6 * chosen.mean() / (M + 1))
    s_top = 0.5 * (E_cold[top - 1] - top * slope)
    bound_top = (0.5 * abs(delta_cold[top - 1])
                 + 3 * top * mean_abs / (M + 1))
    assert abs(s_fit - sigma_cold) <= bound + 1e-12
    assert abs(s_top - sigma_cold) <= bound_top + 1e-12
    bounds.append(bound)
    print(f"5..{top} | {1e3*s_fit:.5f} | {1e3*bound:.5f} | {1e3*s_top:.5f}")
assert bounds[0] > bounds[1] > bounds[2]
assert abs(s_fit - sigma_cold) < 1e-3

# Two-point slopes amplify the remainder by N and do not settle.
two_point = 0.5 * (E_cold[1:] - N_cold[1:] * np.diff(E_cold))
tail = two_point[-40:]
spread = tail.max() - tail.min()
assert spread > 2e-3
print(f"kT=0 two-point sigma, N=281..320: min {1e3*tail.min():.4f} mHa,"
      f" max {1e3*tail.max():.4f} mHa")
print("OK")
```

Running it gives:

```
hopping t = 50.0 mHa, smearing kT = 5.0 mHa
lattice constant = 5.0 bohr, slab mesh 8x8
largest site-charge error, 5 layers = 1.3e-15 electrons
closed-form bulk energy e_b = -100.36008 mHa per atom
closed-form surface energy sigma = 8.60918 mHa per atom
slowest decay rate of delta_N = 0.3129 per layer
delta_N at N=5: 0.075612 mHa
delta_N at N=6: -0.250372 mHa
delta_N at N=10: -0.184639 mHa
delta_N at N=20: -0.009135 mHa
delta_N at N=40: -0.000014 mHa
bulk mesh | eta (mHa) | measured drift of sigma' (mHa per layer)
8x8x8 | 0.499500 | -0.249750
12x12x12 | 0.073531 | -0.036765
24x24x24 | -0.109315 | 0.054658
8x8x400 | -0.000000 | 0.000000
bulk energy, 64x64 in-plane mesh = -100.47668 mHa
bulk energy, 24x24x24 mesh = -100.46939 mHa
fit N=20..40: slope = -100.36000 mHa per layer
fit N=20..40: sigma_fit = 8.60796 mHa per atom
sigma_fit converted = 0.5361 J/m^2
sigma, 64x64 in-plane mesh = 8.60567 mHa per atom
N | E_N | sigma' with 24x24x24 bulk | sigma with fitted slope (mHa)
5 | -484.5064 | 8.9203 | 8.6468
10 | -986.5670 | 9.0634 | 8.5165
20 | -1989.9923 | 9.6978 | 8.6039
40 | -3997.1847 | 10.7955 | 8.6077
70 | -7007.9870 | 12.4352 | 8.6066
100 | -10018.7893 | 14.0749 | 8.6055
fit N=3..6: sigma_fit = 10.14894 mHa per atom
fit N=3..6: slope error = -0.613012 mHa per layer
fit N=3..6: later drift = 0.306506 mHa per layer
kT=0: closed-form sigma = 8.52728 mHa per atom
kT=0: max N|delta_N|, N=41..80: 24.6124 mHa
kT=0: max N|delta_N|, N=281..320: 26.6188 mHa
kT=0 window | sigma_fit | error bound | sigma at upper end (mHa)
5..20 | 8.81988 | 2.33017 | 8.53773
5..80 | 8.66531 | 0.77652 | 8.63884
5..320 | 8.58532 | 0.26832 | 8.59107
kT=0 two-point sigma, N=281..320: min -9.5941 mHa, max 26.6672 mHa
OK
```
